# Does falling resistivity in thinner films prove topological surface conduction?

**Question**

I am comparing candidate conductors for narrow interconnects. In an ordinary metal film the resistivity rises as the film is thinned, because the surfaces scatter electrons. For one material the resistivity falls instead, and the sheet conductance plotted against thickness is a straight line with a positive intercept. I read the intercept as conduction through topological surface states: the bulk share shrinks with thickness and the protected surface share remains. Is that a proof? If not, can someone show a film with no topological states that gives the same curve, without assuming perfectly smooth surfaces?

**Answer**

It is not a proof. The intercept shows extra conductance that does not scale with thickness, provided that the bulk conductivity is the same in all the films. It does not say which electrons carry it. A trivial film whose surfaces hold accumulated electrons gives the same kind of curve, even with fully diffuse walls.

**What the thickness series measures**

Let $G(d)$ be the sheet conductance of a film of thickness $d$. The reported resistivity is $\rho=d/G$, so

$$\frac{d\rho}{dd}=\frac{1}{G}-\frac{d\,G'}{G^2}=\frac{G-d\,G'}{G^2}.$$

The resistivity falls on thinning when this derivative is positive, that is, when $G-dG'>0$. Geometrically, the tangent to $G(d)$ must meet the vertical axis above zero.

For a bulk of conductivity $\sigma_b$ in parallel with a thickness-independent excess $G_x$,

$$G=\sigma_b d+G_x,\qquad G-dG'=G_x,\qquad \rho=\frac{1}{\sigma_b+G_x/d}.$$

The data fix two numbers, $\sigma_b$ and $G_x$. Any surface channel with the same total $G_x$ fits equally well.

Even the existence of a surface channel depends on a constant $\sigma_b$. If there is none, but film quality varies with thickness, then $G=\sigma_b(d)\,d$ and

$$G-dG'=\sigma_b d-d(\sigma_b+d\,\sigma_b')=-d^2\sigma_b'.$$

This is positive whenever thinner films have the better bulk. Below I hold $\sigma_b$ fixed, so that a positive intercept does require an extra channel.

**The trivial film**

Take one parabolic, spin-degenerate conduction band of mass $m$ between hard walls at $z=0$ and $z=d$. The film has a uniform donor density $N_D$, and each face carries a fixed positive charge density $eN_s$, for instance from ionized surface donors. The field outside is zero. Electrons interact through their mean electrostatic potential.

The Hamiltonian is a spin-independent operator times the unit spin matrix. Its states are in-plane plane waves times $\psi_j(z)$ and a spinor, and neither factor depends on the in-plane wavevector, so the Berry curvature vanishes. Each surface subband gives two Fermi circles, one per spin. Spin-orbit coupling may split the pair, but the number stays even, whereas a face of a strong topological insulator has an odd number. A one-band model cannot determine the topology of the filled bands beneath it; I take those to be trivial, as in a wide-gap material without band inversion.

Let $V(z)$ be the electron potential energy, $n(z)$ the electron density and $\varepsilon$ the permittivity. Since $V=-e\phi$ and $\phi''=-e(N_D-n)/\varepsilon$,

$$V''=\frac{e^2}{\varepsilon}(N_D-n).$$

With no field outside, Gauss's law gives a field $eN_s/\varepsilon$ pointing into the film at each face. The force on an electron is $-V'$ and points towards the wall, so

$$V'(0)=+\frac{e^2N_s}{\varepsilon},\qquad V'(d)=-\frac{e^2N_s}{\varepsilon}.$$

The potential energy is therefore lowest at the walls, and electrons collect near them. In a very thin film the two layers overlap. Integrating Poisson's equation across the film,

$$-\frac{2e^2N_s}{\varepsilon}=\frac{e^2}{\varepsilon}(N_Dd-N)\quad\Rightarrow\quad N=N_Dd+2N_s,$$

where $N=\int_0^d n\,dz$. This holds for any shape of the layers, including overlapping ones.

If the walls reflect specularly, they do not relax in-plane momentum. Every electron then has the bulk mobility $\mu=e\tau/m$, with $\tau$ the bulk relaxation time, and

$$G=e\mu N=e\mu N_Dd+2e\mu N_s .$$

Here $\sigma_b=e\mu N_D$ and $G_x=2e\mu N_s$. This is the two-parameter law, with no topology in it.

**Rough walls**

Accumulated electrons stay close to the wall, so roughness might destroy their contribution. I take the harshest case, in which every hit randomizes the in-plane momentum.

First I need the hit rate of subband $j$, which follows from its force on the wall. Let $\psi$, with energy $E$, be a normalized real state for a wall at $d$, and $\chi$, with energy $E'$, the corresponding state for a wall at $d+\delta$, in the same potential. Multiply the equation for $\psi$ by $\chi$ and that for $\chi$ by $\psi$, then subtract. The potential cancels, and integration from $0$ to $d$ gives

$$-\frac{\hbar^2}{2m}\Big[\psi'\chi-\chi'\psi\Big]_0^d=(E-E')\int_0^d\psi\chi\,dz .$$

Both functions vanish at $0$, and $\psi(d)=0$. To first order in $\delta$, $\chi(d)=-\chi'(d)\,\delta$, while $\chi'\to\psi'$ and the integral tends to one. Hence

$$E-E'=\frac{\hbar^2}{2m}|\psi'(d)|^2\delta,\qquad F_{\rm wall}=-\frac{dE}{dd}=\frac{\hbar^2}{2m}|\psi'(d)|^2 .$$

The same argument applies at the other wall. Semiclassically, an electron reaches a wall with normal momentum $p_w=\sqrt{2m(E_j-V_w)}$, where $V_w$ is the potential energy there, and transfers $2p_w$ on reflection. Force equals hit rate times $2p_w$, so

$$\nu_j=\sum_{\rm walls}\frac{\hbar^2|\psi_j'|^2}{4m\,p_w},\qquad \frac1{\tau_j}=\frac1\tau+\nu_j,\qquad G=\frac{e^2}{m}\sum_jN_j\tau_j .$$

$N_j$ is the sheet density of subband $j$, including spin. Adding the two rates is an approximation, because it treats hits as random events independent of the bulk collisions.

The thick, flat film provides a check. When $\nu_j\tau\ll1$, $\tau_j\approx\tau-\nu_j\tau^2$, and the conductance lost is $(e^2\tau^2/m)\sum_jN_j\nu_j$. The sum is the number of hits on both walls per unit area and time. For an isotropic gas of mean speed $\bar v$, half the electrons move towards a given wall, with mean normal speed $\bar v/2$, so the flux per wall is $n\bar v/4$. Therefore

$$\Delta G=-\frac{e^2\tau^2}{m}\,\frac{n\bar v}{2}=-\sigma_b\frac{\tau\bar v}{2}.$$

In the degenerate limit $\bar v=\tfrac34v_F$. With mean free path $\lambda=v_F\tau$ the loss becomes $\tfrac38\lambda\sigma_b$, the leading Fuchs–Sondheimer correction for diffuse walls. Summing the quantum hit rates in a flat box 60 nm wide, at the density and temperature used below, gives 0.997 of the kinetic flux.

So rough walls give the bulk a negative intercept, and the accumulation layers must outweigh it.

**Numbers for a concrete film**

I use rough typical values in the regime of indium oxide, a wide-gap conductor known for electron accumulation at its surfaces: $m=0.2\,m_e$, relative permittivity 9, gap 2.9 eV, $\mu=60$ cm²/Vs, $N_D=2\times10^{18}$ cm⁻³, $N_s=10^{13}$ cm⁻² per face, and 300 K. The relaxation time is 6.8 fs, and the bulk has $\sigma_b=19.2$ S/cm, or 52.0 mΩ cm.

At 5 nm the donors supply $2\times10^{18}\times5\times10^{-7}=10^{12}$ electrons per cm², while the faces supply $2\times10^{13}$. With specular walls,

$$G=(1.602\times10^{-19})(60)(2.1\times10^{13})\ \text{S}=2.02\times10^{-4}\ \text{S},$$

and $\rho=5\times10^{-7}\,\text{cm}/G=2.48$ mΩ cm.

For diffuse walls I solved the Schrödinger and Poisson equations self-consistently at each thickness. The "neutral" film is the same film with $N_s=0$. The "Dirac" film is explained below. Resistivities are in mΩ cm. They come from a 0.1 nm grid. Converging the discretization raises the accumulated values by about 0.1 percent or less (up to 0.013 mΩ cm) and lowers the matched Dirac conductance from 69.5 to 69.4 μS, so the last digit shown is uncertain by one.

| $d$ (nm) | accumulated | neutral | Dirac |
|---|---|---|---|
| 5 | 3.70 | 77.5 | 3.44 |
| 10 | 6.46 | 58.9 | 6.41 |
| 20 | 11.41 | 55.1 | 11.41 |
| 40 | 18.72 | 53.6 | 18.72 |
| 80 | 27.54 | 52.8 | 27.54 |

From 80 to 5 nm the accumulated film's resistivity falls by a factor of 7.4. The fall does not continue indefinitely: in this model $\rho$ reaches a minimum of about 3.2 mΩ cm near 3.5 nm and rises below that, because wall hits then dominate. Without the surface charge it rises. The two films have the same donors, mass, relaxation time and diffuse walls, so in this model the surface charge causes the reversal.

The excess is $G_x=137$ μS, against 192 μS for specular walls. With the rates added, roughness thus removes about 29 percent of the specular excess. Electrons bound to a wall hit it at regular intervals and not at random, which makes the loss larger. Averaging the drift factor $1-e^{-t/\tau}$ over the time $t$ since the last hit, with interval $1/\nu_j$, gives $\tau_j=\tau\,[1-\nu_j\tau(1-e^{-1/(\nu_j\tau)})]$. This yields $G_x\approx122$ μS, a loss of about 37 percent, and moves the resistivity minimum to about 4 nm. Between 40 and 80 nm the slope of $G(d)$ agrees with $\sigma_b$ to 0.05 percent, so a straight-line fit over that range would return the correct bulk conductivity and a positive intercept, as in your data. At 5 nm the computed conductance lies about 8 percent below that line. Bulk and excess contribute equally at $d=G_x/\sigma_b\approx71$ nm, which is why even the 80 nm film is far from the bulk value.

**The same curve from Dirac surfaces**

Now give the neutral film one Dirac cone on each face, in parallel with its bulk. This is a hypothetical topological conductor with the same bulk transport. A single nondegenerate cone has $E=\hbar v k$ and density of states $k_F/(2\pi\hbar v)$ at the Fermi level. The average of $v_x^2$ around the circle is $v^2/2$. With transport relaxation time $\tau_D$ and path $\ell=v\tau_D$, the Boltzmann conductance per face is

$$G_D=e^2\,\frac{k_F}{2\pi\hbar v}\,\frac{v^2}{2}\,\tau_D=\frac{e^2k_F\ell}{4\pi\hbar}=\frac{e^2}{2h}\,k_F\ell .$$

I chose $G_D$ to match the accumulated film at 80 nm and nowhere else. This requires 69.5 μS per face, hence $k_F\ell=2G_Dh/e^2=3.59$. With $k_F=1$ nm⁻¹ the path is 3.6 nm, and the cone holds $k_F^2/4\pi\approx8\times10^{12}$ electrons per cm², similar to $N_s$. For $v=5\times10^5$ m/s, a Boltzmann sum at 300 K over the diagonalized two-component Hamiltonian agrees with the formula to 0.01 percent.

With this one match, the two resistivities differ by 0.7 percent at 10 nm and by less at the larger thicknesses computed. With the rates added, the trivial film at 5 nm is 7.7 percent more resistive than the Dirac film; wall hits at regular intervals widen this gap to about 12 percent. The trivial film's electron number still follows $N_Dd+2N_s$, so within the model the difference must come from more wall scattering per electron. The difference is not a topological signature: it depends on the wall model, and I left out any coupling between the two Dirac faces.

**How far the model can be trusted**

The numbers here are model results, not measurements on indium oxide. A real surface departs from the model in several ways. Each change below is made separately, and each resistivity should be compared with 3.70 mΩ cm at 5 nm.

- *Surface charge.* Surface states may pin the Fermi level instead of holding $N_s$ fixed. If its height above the surface band edge is held at the 80 nm value, 0.51 eV, the charge at 5 nm drops to $8.9\times10^{12}$ cm⁻² per face and $\rho$ becomes 4.08 mΩ cm.
- *Band shape.* The band is not parabolic at such energies. The estimate $m(1+2E/E_g)$, taken at the largest kinetic energy and applied to all electrons, gives $0.276\,m_e$ and 4.78 mΩ cm at unchanged $\tau$.
- *Wall scattering.* For a uniform film whose thickness is 0.74 of the path of the fastest electrons, the Fuchs–Sondheimer conductivity is 0.616 of bulk, while adding rates gives 0.696. Adding rates thus understates the loss. The same ratio would give about 4.2 mΩ cm here, but it comes from a uniform film, and electrons bound to a wall can lose more. This is a rough guide, not a bound. Regular hits at the rates $\nu_j$ give 4.3 mΩ cm. The semiclassical rate is itself uncertain in so thin a film: timing the hits by the classical transit time gives 3.9 mΩ cm with rates added and 4.7 mΩ cm with regular hits.
- *Exchange.* In the 80 nm film the peak density is $4.2\times10^{19}$ cm⁻³. The local exchange shift there is about 55 meV, small beside that film's band bending of 0.51 eV. In the 5 nm film even the mean density is $4.2\times10^{19}$ cm⁻³, and the shift at the peak is about 62 meV. The table leaves exchange out; adding the local exchange potential self-consistently raises the resistivity by about 1 percent at both thicknesses.
- *Boltzmann transport.* This picture needs the wavevector times the mean free path to be well above one. For a thermal bulk electron here the product is only about 0.8, and $\hbar/\tau\approx97$ meV exceeds $k_BT=26$ meV. The bulk mobility is therefore best read as an empirical input, and the wall loss of the bulk electrons as an estimate. That loss is about 2 μS, small beside $G_x$. For the lowest accumulation subband the product is $2E_F\tau/\hbar$, where $E_F$ is the Fermi energy measured from the subband bottom. With the bulk $\tau$ it is about 2.4 in the 80 nm film and 4.3 in the 5 nm film. With $\tau_j$, which includes the wall hits, it is about 1.7 and 3, so the treatment is marginal there too. The electron count $N_Dd+2N_s$ does not depend on it.
- *Breakdown.* The surface field is 2.0 MV/cm. The bending is well below the 2.9 eV gap, so the conduction-band edge at the surface stays above the valence band of the interior, and there are no states for interband tunnelling.

Another uncertain input is the mobility near the charged surface, because the surface donors themselves scatter. The room for error is large. The resistivity at thickness $d$ equals the bulk value when the mean mobility $\bar\mu$ satisfies $e\bar\mu N/d=e\mu N_D$, or

$$\frac{\bar\mu}{\mu}=\frac{N_Dd}{N_Dd+2N_s}.$$

This is 0.048 at 5 nm and 0.091 at 10 nm. With the rates added, diffuse walls alone leave 0.67 at 5 nm. Scattering by surface donors would then have to cut the mobility by roughly another factor of 14 before the 5 nm film was as resistive as the bulk. If the wall loss is larger, as in the estimate of 4.2 mΩ cm above, the factor is about 12.

**What this means for an interconnect metal**

The example reproduces the trend, not a useful resistivity: even the 3.7 mΩ cm of the 5 nm film is far too high for wiring. A bulk with more carriers is harder to outweigh. With specular walls and equal mobilities, halving the resistivity at thickness $d$ requires $2e\mu N_s=\sigma_bd$. For a bulk of 100 μΩ cm, a mobility of 100 cm²/Vs and $d=5$ nm,

$$N_s=\frac{(10^4\ \text{S/cm})(5\times10^{-7}\ \text{cm})}{2(1.602\times10^{-19}\ \text{C})(100\ \text{cm}^2/\text{Vs})}=1.56\times10^{14}\ \text{cm}^{-2}.$$

A surface has roughly $10^{15}$ atoms per cm², so this is a sizeable fraction of a charge per surface atom. It is a much stronger demand than in the oxide example, and diffuse walls would raise it considerably. For a single spherical band, the bulk density $n=\sigma_b/(e\mu)\approx6.2\times10^{20}$ cm⁻³ implies a mean free path $\hbar(3\pi^2n)^{1/3}\mu/e\approx17$ nm, more than three times the film thickness.

The size of the intercept is therefore useful evidence where its sign is not. If $G_x$ needs more surface charge than the material can plausibly hold, at a mobility you can defend, then accumulation alone does not explain it. That still leaves other trivial causes, such as a bulk conductivity that varies with thickness.

To argue for topology you need information that $G(d)$ does not contain. The direct route is to count the surface Fermi contours with spin- and angle-resolved photoemission: for a strong topological insulator the number per face is odd, while for accumulation layers it is even. If the candidate is a Weyl semimetal, this count is not the test. Look instead for open Fermi arcs that end on the projected bulk Fermi pockets around the Weyl nodes, or at the projected nodes themselves if the Fermi level lies there. The accumulation layers described here give closed contours. Changing the surface charge is a helpful second experiment. Removing it eliminates the trivial channel, and in this model the resistivity then rises on thinning. It is not decisive alone, because the charge also shifts $k_F$ in a Dirac cone, which can change $G_D$ too, depending on how $\ell$ varies with $k_F$. The table values, at further thicknesses, are in the numerical output.

## Computed values

```
mass 0.2 m_e, permittivity 9.0, gap 2.9 eV, T 300 K
bulk mobility 60 cm2/Vs, relaxation time 6.82 fs
donors 2.0e+18 cm^-3, charge per face 1.0e+13 cm^-2
bulk Fermi level above band edge 5.1 meV
bulk conductivity 19.23 S/cm, resistivity 52.01 mOhm cm
mean speed 2.614e+05 m/s, loss length tau*v/2 0.892 nm
wall hits, film / kinetic theory: 0.9970
rho in mOhm cm, diffuse walls:
d(nm)  accumulated  neutral  Dirac  two-parameter law  acc/Dirac-1(%)
   5     3.702    77.490     3.438     3.417     7.68
   7     4.755    64.861     4.674     4.661     1.74
  10     6.456    58.924     6.412     6.412     0.69
  15     9.061    56.142     9.053     9.060     0.09
  20    11.407    55.069    11.409    11.417    -0.02
  40    18.721    53.550    18.720    18.724     0.00
  80    27.535    52.784    27.535    27.535     0.00
rho(80 nm)/rho(5 nm), accumulated: 7.44
slope of G from 40 to 80 nm / bulk conductivity: 0.9995
excess G_x, diffuse walls: 136.73 uS
excess G_x, specular walls: 192.26 uS
rho at 5 nm, specular walls: 2.477 mOhm cm
mean mobility / bulk at 5 nm, diffuse: 0.669
Dirac conductance per face 69.49 uS
Dirac k_F 1.0 nm^-1, speed 5.0e+05 m/s, path 3.59 nm
Dirac conductance, band sum / formula: 0.9999
share of face charge screened within 5 nm: 0.914
surface field 2.01 MV/cm, band bending 0.509 eV
Fermi level above surface band edge: 80 nm 0.514 eV, 5 nm 0.553 eV
pinned surface, 5 nm: charge per face 8.89e+12 cm^-2, rho 4.076 mOhm cm
nonparabolic bound, 5 nm: mass 0.276 m_e, rho 4.779 mOhm cm
peak density 4.19e+19 cm^-3, exchange shift 55 meV
5 nm over fastest path 0.74: conductivity ratio Fuchs 0.616, rate model 0.696
mean mobility / bulk at which rho(5 nm) = bulk rho: 0.048
mean mobility / bulk at which rho(10 nm) = bulk rho: 0.091
interconnect scale: bulk 100 uOhm cm, mobility 100 cm2/Vs
  charge per face that halves rho at 5 nm: 1.56e+14 cm^-2
```
